# Why the Hanle effect measures natural width despite Doppler broadening: a program that tests the result

```python
"""Hanle effect of a J=0 to J=1 line, magnetic field B along z.

Result under test: for excitation polarized along x and fluorescence viewed
along z, P = (I_x-I_y)/(I_x+I_y) = 1/(1+beta^2), beta = 2*omega_L/Gamma,
omega_L = g*mu_B*B/hbar, when the light is spectrally flat in the atoms'
rest frames. Gamma is the decay rate of the upper level.
Hartree units are used in the worked example; Gamma = 1 in the Bloch tests.
Excited basis order: m = +1, 0, -1. The four-state basis puts J=0 first.
"""
import numpy as np
from scipy.constants import physical_constants, hbar, alpha
from scipy.integrate import quad
from scipy.linalg import expm, solve_sylvester
from scipy.optimize import brentq

# Dipole amplitudes <J=0| n_i |J=1,m> by quadrature over the sphere.
u, wu = np.polynomial.legendre.leggauss(8)
phi = 2*np.pi*np.arange(8)/8
U, PHI = np.meshgrid(u, phi, indexing="ij")
S = np.sqrt(1-U**2)
area = wu[:, None]*2*np.pi/8
harmonics = [-np.sqrt(3/(8*np.pi))*S*np.exp(1j*PHI),
             np.sqrt(3/(4*np.pi))*U,
             np.sqrt(3/(8*np.pi))*S*np.exp(-1j*PHI)]
directions = [S*np.cos(PHI), S*np.sin(PHI), U]
dipole = np.sqrt(3)*np.array([[np.sum(area*n*Y)/np.sqrt(4*np.pi)
                               for Y in harmonics] for n in directions])
X, Y, Z = np.eye(3)
ket_x = dipole[0].conj()
ket_y = dipole[1].conj()
r2 = np.sqrt(0.5)
assert np.allclose(ket_x, [-r2, 0, r2], atol=1e-12)
assert np.allclose(ket_y, [1j*r2, 0, 1j*r2], atol=1e-12)
JZ = np.diag([1.0, 0.0, -1.0])
JX = r2*np.array([[0, 1, 0], [1, 0, 1], [0, 1, 0]])


def intensity(rho, e):
    amplitude = e @ dipole
    return (amplitude @ rho @ amplitude.conj()).real


def contrast(rho, e1, e2):
    a, b = intensity(rho, e1), intensity(rho, e2)
    return (a-b)/(a+b)


def pumped_state(omega_L, gamma, J=JZ):
    """Steady state with pump gamma*|x><x|, decay gamma, H = omega_L*J."""
    A = 1j*omega_L*J + gamma/2*np.eye(3)
    return solve_sylvester(A, A.conj().T,
                           gamma*np.outer(ket_x, ket_x.conj()))


def lorentz(beta):
    return 1/(1+beta**2)


# Pumped density matrix: curve, rotation, coherence and geometry.
d1, d2 = (X+Y)*r2, (X-Y)*r2
betas = [0.5, 1.0, 2.0]
pumped = {}
for b in betas:
    rho = pumped_state(b/2, 1.0)
    q, v = contrast(rho, X, Y), contrast(rho, d1, d2)
    pumped[b] = (q, v, np.hypot(q, v))
    assert abs(q-lorentz(b)) < 1e-11
    assert abs(v-b*lorentz(b)) < 1e-11
    assert abs(np.hypot(q, v)-1/np.sqrt(1+b*b)) < 1e-11
    assert abs(rho[0, 2]+0.5/(1+1j*b)) < 1e-11
    assert abs(rho[0, 0]-0.5) < 1e-11 and abs(rho[2, 2]-0.5) < 1e-11
    assert abs(intensity(rho, X)-intensity(rho, Y)
               + 2*rho[0, 2].real) < 1e-11
    assert abs(contrast(np.diag(np.diag(rho)), X, Y)) < 1e-11
    assert abs(contrast(rho, X, Z)-1) < 1e-11
    assert abs(intensity(rho, X)-(1+lorentz(b))/2) < 1e-11
    parallel = pumped_state(b/2, 1.0, JX)
    assert abs(contrast(parallel, X, Y)-1) < 1e-11
    time_average = quad(lambda t: np.exp(-t)*np.cos(b*t), 0, 50)[0]
    assert abs(time_average-lorentz(b)) < 1e-8

# Four-state optical Bloch equations, with no assumed pump term.
I4 = np.eye(4)


def commutator(H):
    return -1j*(np.kron(H, I4)-np.kron(I4, H.T))


def liouvillian(omega_L, rabi):
    H = np.zeros((4, 4), complex)
    H[1:, 1:] = omega_L*JZ
    H[1:, 0] = rabi/2*ket_x
    H[0, 1:] = rabi/2*ket_x.conj()
    L = commutator(H)
    for m in (1, 2, 3):
        C = np.zeros((4, 4))
        C[0, m] = 1
        N = C.T @ C
        L = L+np.kron(C, C)-0.5*(np.kron(N, I4)+np.kron(I4, N.T))
    return L


# Free precession and decay after a short pulse.
start = np.zeros((4, 4), complex)
start[1:, 1:] = np.outer(ket_x, ket_x.conj())
for t in (0.4, 1.3, 2.9):
    later = (expm(liouvillian(0.7, 0)*t) @ start.ravel()).reshape(4, 4)
    exc = later[1:, 1:]
    assert abs(intensity(exc, X)-np.exp(-t)*np.cos(0.7*t)**2) < 1e-10
    assert abs(intensity(exc, Y)-np.exp(-t)*np.sin(0.7*t)**2) < 1e-10


def bloch_states(omega_L, detunings, rabi=2e-3):
    shift = commutator(np.diag([0.0, -1.0, -1.0, -1.0]))
    M = liouvillian(omega_L, rabi)[None]+detunings[:, None, None]*shift
    M[:, 0, :] = I4.ravel()
    rhs = np.zeros((len(detunings), 16, 1), complex)
    rhs[:, 0, 0] = 1
    return np.linalg.solve(M, rhs).reshape(-1, 4, 4)[:, 1:, 1:]


# Worked example: round model parameters in Hartree units.
omega0, gamma, g = 0.2, 4e-9, 1.0
mass, kT = 1e5, 1.5e-3
c = 1/alpha
v_over_c = np.sqrt(kT/mass)/c
sigma_D = omega0*v_over_c
fwhm_D = 2*np.sqrt(2*np.log(2))*sigma_D
half = brentq(lambda s: np.exp(-mass*(c*s*sigma_D/omega0)**2/(2*kT))-0.5,
              0, 5)*sigma_D
assert abs(2*half/fwhm_D-1) < 1e-9


def P_field(B, width):
    return contrast(pumped_state(g*B/2, width), X, Y)


for width in (gamma, 3*gamma):
    B_found = brentq(lambda s: P_field(s*width, width)-0.5, 0.01, 100)*width
    assert abs(B_found*g/width-1) < 1e-8
B_half = brentq(lambda s: P_field(s*gamma, gamma)-0.5, 0.01, 100)*gamma
tesla = physical_constants["atomic unit of mag. flux density"][0]
second = physical_constants["atomic unit of time"][0]
mu_B = physical_constants["Bohr magneton"][0]
assert abs(hbar*gamma/second/(2*g*mu_B)/(B_half*tesla)-1) < 1e-6
P_at_gamma = P_field(2*gamma/g, gamma)
assert abs(P_at_gamma-0.2) < 1e-10
B_doppler = fwhm_D/g
levels = np.linalg.eigvalsh(g*B_doppler/2*JZ)
assert abs((levels[-1]-levels[0])/fwhm_D-1) < 1e-10

# Spectral averages: detunings and widths in units of Gamma.
grid = np.linspace(-1300, 1300, 13001)
ratio = sigma_D/gamma
lamp = 200.0
nodes, node_weights = np.polynomial.hermite_e.hermegauss(20)
node_weights = node_weights/node_weights.sum()


def gauss(x, s):
    return np.exp(-x**2/(2*s*s))


lamp_moving = sum(w*gauss(grid-ratio*x, lamp)
                  for x, w in zip(nodes, node_weights))
table = {}
for b in betas:
    w = b/2

    def product(d):
        return 1/((0.5-1j*(d-w))*(0.5+1j*(d+w)))

    real = quad(lambda d: product(d).real, -np.inf, np.inf, limit=200)[0]
    imag = quad(lambda d: product(d).imag, -np.inf, np.inf, limit=200)[0]
    assert abs(real+1j*imag-2*np.pi/(1+2j*w)) < 1e-6

    # Amplitudes of the two upper states at one off-resonant frequency.
    single = bloch_states(w, np.array([0.3]))[0]
    amp = np.array([-1/(0.5-1j*(0.3-w)), 0, 1/(0.5-1j*(0.3+w))])
    model = np.outer(amp, amp.conj())
    assert np.allclose(single/np.trace(single), model/np.trace(model),
                       atol=1e-4)

    states = bloch_states(w, grid)

    def averaged(weights):
        return contrast(np.tensordot(weights, states, axes=1), X, Y)

    rest = contrast(bloch_states(w, np.array([0.0]))[0], X, Y)
    moving = averaged(gauss(grid, ratio))
    wider = averaged(gauss(grid, 2*ratio))
    lamp_rest = averaged(gauss(grid, lamp))
    lamp_move = averaged(lamp_moving)
    table[b] = (rest, moving, wider, lamp_rest, lamp_move)
    assert abs(rest-(1-b*b)/(1+b*b)) < 1e-4
    assert abs(moving-lorentz(b)) < 0.01
    assert abs(lamp_rest-lorentz(b)) < 0.003
    assert abs(lamp_move-lamp_rest) < 2e-4
    if b == 1.0:
        # The residual error of a narrow laser scales as Gamma/sigma_D.
        error_ratio = (moving-0.5)/(wider-0.5)
        assert 1.8 < error_ratio < 2.2

print(f"transition energy = {omega0:.3f} E_h")
print(f"decay rate Gamma = {gamma:.3e} a.u.")
print(f"Lande factor g = {g:.1f}")
print(f"atomic mass = {mass:.1e} m_e")
print(f"thermal energy kT = {kT:.4f} E_h")
print(f"rms v/c along the beam = {v_over_c:.3e}")
print(f"Doppler standard deviation sigma_D = {sigma_D:.3e} a.u.")
print(f"Doppler full width at half maximum = {fwhm_D:.3e} a.u.")
print(f"Doppler full width / Gamma = {fwhm_D/gamma:.1f}")
print(f"sigma_D / Gamma = {ratio:.2f}")
print(f"field for P = 1/2: {B_half:.3e} a.u.")
print(f"field for P = 1/2: {B_half*tesla*1e3:.4f} mT")
print(f"P where g mu_B B = hbar Gamma: {P_at_gamma:.4f}")
print(f"field for splitting = Doppler width: {B_doppler:.3e} a.u.")
print(f"field for splitting = Doppler width: {B_doppler*tesla*1e3:.2f} mT")
print(f"lamp standard deviation / Gamma = {lamp:.0f}")
for b in betas:
    q, v, degree = pumped[b]
    rest, moving, wider, lamp_rest, lamp_move = table[b]
    print(f"beta = {b:.1f} (dimensionless, as are all P below)")
    print(f"  P, pumped density matrix: {q:.4f}")
    print(f"  P45, analyzers at +-45 degrees: {v:.4f}")
    print(f"  degree of linear polarization: {degree:.4f}")
    print(f"  P, narrow laser, atoms at rest: {rest:.4f}")
    print(f"  P, narrow laser, moving atoms: {moving:.4f}")
    print(f"  P, narrow laser, sigma_D doubled: {wider:.4f}")
    print(f"  P, broad lamp, atoms at rest: {lamp_rest:.5f}")
    print(f"  P, broad lamp, moving atoms: {lamp_move:.5f}")
print(f"error ratio on doubling sigma_D, beta = 1: {error_ratio:.3f}")
print("success")
```

Running it gives:

```
transition energy = 0.200 E_h
decay rate Gamma = 4.000e-09 a.u.
Lande factor g = 1.0
atomic mass = 1.0e+05 m_e
thermal energy kT = 0.0015 E_h
rms v/c along the beam = 8.937e-07
Doppler standard deviation sigma_D = 1.787e-07 a.u.
Doppler full width at half maximum = 4.209e-07 a.u.
Doppler full width / Gamma = 105.2
sigma_D / Gamma = 44.69
field for P = 1/2: 4.000e-09 a.u.
field for P = 1/2: 0.9402 mT
P where g mu_B B = hbar Gamma: 0.2000
field for splitting = Doppler width: 4.209e-07 a.u.
field for splitting = Doppler width: 98.94 mT
lamp standard deviation / Gamma = 200
beta = 0.5 (dimensionless, as are all P below)
  P, pumped density matrix: 0.8000
  P45, analyzers at +-45 degrees: 0.4000
  degree of linear polarization: 0.8944
  P, narrow laser, atoms at rest: 0.6000
  P, narrow laser, moving atoms: 0.7982
  P, narrow laser, sigma_D doubled: 0.7991
  P, broad lamp, atoms at rest: 0.79960
  P, broad lamp, moving atoms: 0.79961
beta = 1.0 (dimensionless, as are all P below)
  P, pumped density matrix: 0.5000
  P45, analyzers at +-45 degrees: 0.5000
  degree of linear polarization: 0.7071
  P, narrow laser, atoms at rest: 0.0000
  P, narrow laser, moving atoms: 0.4956
  P, narrow laser, sigma_D doubled: 0.4978
  P, broad lamp, atoms at rest: 0.49900
  P, broad lamp, moving atoms: 0.49903
beta = 2.0 (dimensionless, as are all P below)
  P, pumped density matrix: 0.2000
  P45, analyzers at +-45 degrees: 0.4000
  degree of linear polarization: 0.4472
  P, narrow laser, atoms at rest: -0.6000
  P, narrow laser, moving atoms: 0.1929
  P, narrow laser, sigma_D doubled: 0.1964
  P, broad lamp, atoms at rest: 0.19841
  P, broad lamp, moving atoms: 0.19844
error ratio on doubling sigma_D, beta = 1: 1.995
success
```
